# Apparent band-gap narrowing difference from the temperature dependence of current gain

## Problem

Heavy doping raises the equilibrium product of electron and hole densities in silicon. The increase is expressed as an apparent narrowing $A$ of the band gap, defined by

$$
(pn)_{\rm eq}=n_i^2\,e^{A/k_BT},
$$

where $n_i$ is the intrinsic density of lightly doped silicon at the same temperature. The definition puts every cause of the increase into one energy. $A$ is therefore not simply the distance by which the band edges have approached each other.

An npn transistor has a uniformly doped emitter (E) and base (B) with these rough silicon values:

- doping $N_E=10^{20}$ and $N_B=10^{18}\ {\rm cm^{-3}}$;
- widths $W_E=100$ and $W_B=50$ nm;
- minority diffusion coefficients $D_E=2$ and $D_B=7\ {\rm cm^2/s}$.

Its current gain $\beta=J_C/J_B$, the ratio of collector to base current density, has been synthesized at seven temperatures. Each value carries a random relative error with a standard deviation of 1% and is rounded to one decimal.

| $T$ (K) | $\beta$ |
|---|---|
| 250 | 43.2 |
| 275 | 56.2 |
| 300 | 69.2 |
| 325 | 82.8 |
| 350 | 97.3 |
| 375 | 108.0 |
| 400 | 122.0 |

Assume that the narrowings and the transport prefactor do not depend on temperature. Find $\Delta=A_E-A_B$ and the prefactor, with their standard errors. Then determine what the same fit measures if the assumption fails.

The algebra uses atomic units, so the elementary charge is 1 and a voltage $V$ is an energy. Boltzmann's constant $k_B=8.61733\times10^{-5}$ eV/K is kept because $T$ is in kelvin. The fit variable is $x=1/(k_BT)$.

## First estimate by scaling

A minority current through a thin layer scales as diffusion coefficient times minority density divided by width. The minority density scales as $e^{xA}/N$. The collector current is carried by electrons crossing the base, and the base current by holes entering the emitter, so

$$
\beta\sim B\,e^{-x\Delta},\qquad B=\frac{D_BN_EW_E}{D_EN_BW_B}.
$$

A narrower emitter gap favours the unwanted hole current and lowers the gain. Heating weakens this effect, so for a constant $B$ a gain that rises with temperature means $\Delta>0$.

The two end temperatures suffice for an estimate, because $B$ drops out of their ratio. There $x=46.418$ and $29.011\ {\rm eV^{-1}}$, and

$$
\Delta\approx\frac{\ln(122.0/43.2)}{46.418-29.011}\ {\rm eV}
=\frac{1.038}{17.407}\ {\rm eV}=0.0596\ {\rm eV}.
$$

A second estimate uses one gain and the device data. They give $B=(7/2)\times100\times2=700$, and at 300 K

$$
\Delta\approx k_BT\ln\frac{B}{\beta}=0.02585\times\ln\frac{700}{69.2}\ {\rm eV}=0.0598\ {\rm eV}.
$$

This estimate relies on the absolute value of $B$. If $B$ were wrong by a factor of 2, the result would move by $k_BT\ln2=0.018$ eV. The slope avoids that dependence, but it needs a $B$ that stays constant with temperature.

## Solution

### The gain law

Assume low injection, so that the majority density stays equal to the doping, here taken as fully ionized. From the definition of $A$, the equilibrium minority density in region $j$ is

$$
m_j=\frac{n_i^2e^{xA_j}}{N_j}.
$$

A forward bias $V$ across the emitter-base junction separates the electron and hole quasi-Fermi levels by $V$. At the junction edges this multiplies $pn$ by $e^{xV}$. Since the majority density hardly changes, the minority density becomes $m_je^{xV}$.

Let $z$ be the distance from the junction edge into the region, and $c(z)$ the minority density. Uniform doping leaves no built-in field, and recombination inside the thin layers is neglected. The steady flux is then constant, so $D_j\,d^2c/dz^2=0$ and the profile is a straight line. At the far side of the base the reverse-biased collector removes the electrons, and we set $c=0$. This is an idealization, valid when $D_B/W_B$ is small against the velocity at which electrons leave the base. At the ideal emitter contact $c=m_E$, which is smaller than the value at the junction by the factor $e^{-xV}$ and is dropped. Both gradients have magnitude $m_je^{xV}/W_j$, and the current magnitudes are

$$
J_C=\frac{D_Bn_i^2}{N_BW_B}e^{x(A_B+V)},\qquad
J_B=\frac{D_En_i^2}{N_EW_E}e^{x(A_E+V)}.
$$

Dividing cancels $n_i^2$ and $e^{xV}$:

$$
\beta=\frac{D_BN_EW_E}{D_EN_BW_B}\,e^{-x(A_E-A_B)}=B\,e^{-x\Delta}.
$$

The host gap enters only through $n_i$, so its own temperature dependence cancels too. The separate values of $A_E$ and $A_B$ cannot be recovered from $\beta$, because adding the same energy to both leaves it unchanged.

### The least-squares fit

With $y=\ln\beta$, the law is the straight line $y=\ln B-\Delta x$. A small relative error $\varepsilon$ in $\beta$ becomes an absolute error $\varepsilon$ in $y$. All points have the same relative uncertainty and therefore get equal weight. We minimize

$$
Q=\sum_i\left(y_i-\ln B+\Delta x_i\right)^2 .
$$

Setting $\partial Q/\partial(\ln B)=0$ gives $\ln B=\bar y+\Delta\bar x$, where bars denote means. Write $\delta x_i=x_i-\bar x$ and $\delta y_i=y_i-\bar y$. Substitution gives $Q=\sum_i(\delta y_i+\Delta\,\delta x_i)^2$, and $\partial Q/\partial\Delta=0$ requires

$$
\sum_i\delta x_i\,\delta y_i+\Delta\sum_i\delta x_i^2=0
\quad\Rightarrow\quad
\Delta=-\frac{S_{xy}}{S_{xx}},
$$

with $S_{xy}=\sum\delta x_i\delta y_i$ and $S_{xx}=\sum\delta x_i^2$. The transformed data are

| $T$ (K) | $x$ (1/eV) | $\ln\beta$ | residual |
|---|---|---|---|
| 250 | 46.418 | 3.7658 | −0.0084 |
| 275 | 42.198 | 4.0289 | +0.0037 |
| 300 | 38.682 | 4.2370 | +0.0026 |
| 325 | 35.706 | 4.4164 | +0.0051 |
| 350 | 33.156 | 4.5778 | +0.0148 |
| 375 | 30.945 | 4.6821 | −0.0124 |
| 400 | 29.011 | 4.8040 | −0.0055 |

The sums are $\bar x=36.5881\ {\rm eV^{-1}}$, $\bar y=4.35888$, $S_{xx}=234.292\ {\rm eV^{-2}}$ and $S_{xy}=-13.9348\ {\rm eV^{-1}}$. Hence

$$
\Delta=\frac{13.9348}{234.292}\ {\rm eV}=0.05948\ {\rm eV},
$$

$$
\ln B=4.35888+0.059476\times36.5881=6.5350,\qquad B=689.
$$

### The standard errors

Let the errors $\varepsilon_i$ of $y_i$ be independent, with zero mean and standard deviation $\sigma$. Put $y_i=\ln B-\Delta x_i+\varepsilon_i$ into the fitted slope. Because $\sum\delta x_i=0$, the error of the fitted $\Delta$ is

$$
e_\Delta=-\frac{1}{S_{xx}}\sum_i\delta x_i\,\varepsilon_i,
\qquad
\langle e_\Delta^2\rangle=\frac{\sigma^2\sum_i\delta x_i^2}{S_{xx}^2}=\frac{\sigma^2}{S_{xx}} .
$$

The error of $\ln B$ is $\bar\varepsilon+\bar x\,e_\Delta$. Its two parts are uncorrelated, since $\langle\bar\varepsilon\sum\delta x_i\varepsilon_i\rangle=(\sigma^2/n)\sum\delta x_i=0$ for $n$ points. Its variance is therefore $\sigma^2(1/n+\bar x^2/S_{xx})$.

The scatter itself gives an estimate of $\sigma$. The residuals are $r_i=\varepsilon_i-\bar\varepsilon+e_\Delta\delta x_i$. Squaring and summing, with $\sum\delta x_i\varepsilon_i=-S_{xx}e_\Delta$, gives

$$
\sum_i r_i^2=\sum_i(\varepsilon_i-\bar\varepsilon)^2-S_{xx}e_\Delta^2 .
$$

The mean of the right side is $(n-1)\sigma^2-\sigma^2=(n-2)\sigma^2$, so $s^2=\sum r_i^2/(n-2)$ estimates $\sigma^2$. Here $s=0.0102$, close to the 1% error put into the data. Thus

$$
\frac{s}{\sqrt{S_{xx}}}=\frac{0.01018}{15.307}\ {\rm eV}=0.0007\ {\rm eV},
$$

$$
s\sqrt{\frac17+\frac{36.5881^2}{234.292}}=0.01018\times2.420=0.025 .
$$

The result is $\Delta=0.0595\pm0.0007$ eV, or $0.00219\pm0.00002$ hartree, and $B=689\pm17$.

## Comparison of estimate and solution

The end-point estimate, 0.0596 eV, differs from the fit by much less than the standard error. Its own error is $\sqrt2\,\sigma/17.407=0.0008$ eV for $\sigma=0.01$, against $0.00065$ eV for the fit with the same $\sigma$. The five inner temperatures thus reduce the random error by about a fifth. They also provide residuals, which two points cannot.

The data were made with $A_E=0.110$ eV and $A_B=0.050$ eV, hence $\Delta=0.060$ eV, and with $B=700$. Both fitted values lie within one standard error of these inputs. Both are low, as the relation $\bar\varepsilon+\bar x\,e_\Delta$ suggests: here $e_\Delta=-0.0005$ eV contributes $-0.019$ to the error of $\ln B$, most of which remains in the total of $-0.016$.

This agreement concerns data that satisfy the assumptions. The standard error measures scatter about a line and says nothing about whether the slope of that line is the narrowing difference.

## What the slope measures when the assumptions fail

Let both $\Delta$ and $B$ depend on temperature. From $\ln\beta=\ln B-x\Delta$,

$$
-\frac{d\ln\beta}{dx}=\Delta+x\frac{d\Delta}{dx}-\frac{d\ln B}{dx}.
$$

Since $dx/dT=-1/(k_BT^2)$, we have $d/dx=-k_BT^2\,d/dT$, and therefore

$$
-\frac{d\ln\beta}{dx}=\Delta-T\frac{d\Delta}{dT}+k_BT\,\frac{d\ln B}{d\ln T}.
$$

**A linear narrowing.** Take $\Delta=\Delta_0-aT$. Then $x\Delta=x\Delta_0-a/k_B$, and

$$
\beta=B\,e^{a/k_B}e^{-x\Delta_0}.
$$

The plot is still perfectly straight, but its slope gives the extrapolation to $T=0$. With $a=5\times10^{-5}$ eV/K and $\Delta=0.060$ eV held fixed at 300 K, the fit returns 0.075 eV. A straight plot is therefore no proof of a constant narrowing. The change does appear in the intercept: the fitted prefactor is 1250 instead of 700. Detecting it requires independent knowledge of $B$ to better than this factor of 1.8.

**A power-law prefactor.** If $B\propto T^m$, the last term is $mk_BT$. For $m=0.5$ and the harmonic mean temperature of 317 K, it equals 0.0137 eV. The fit to noiseless gains shifts by $+0.0135$ eV. The small difference arises because the fit averages a slightly curved line. Its rms misfit is 0.5%, below the 1% noise, so these seven measurements would not show the curvature clearly. For $m=-0.5$ the shift changes sign, because the fitted slope is linear in $\ln\beta$.

## Degenerate emitter

There is a physical reason to doubt a constant $A_E$. Suppose that doping reduces the gap of region $j$ by a constant energy $R_j$, with parabolic bands and unchanged masses. In the emitter the electron density is $N_E=N_cF_{1/2}(\eta_E)$. Here $N_c\propto T^{3/2}$ is the effective density of states, $F_{1/2}$ is the normalized Fermi integral, which tends to $e^{\eta}$ for $\eta\to-\infty$, and $\eta_E$ is the Fermi energy above the conduction-band edge in units of $k_BT$. The holes are dilute, with density $N_v\exp[-x(E_g-R_E)-\eta_E]$. Multiplying the two densities and using $n_i^2=N_cN_ve^{-xE_g}$ gives

$$
A_E=R_E+k_BT\,g_E,\qquad g_E=\ln F_{1/2}(\eta_E)-\eta_E .
$$

The base obeys the same relation with the bands exchanged. Filling the band costs energy, so $g<0$ and the apparent narrowing is smaller than the gap reduction. Take density-of-states masses of 1.08 for electrons and 1.0 for holes, so that $N_c=2.8\times10^{19}$ and $N_v=2.5\times10^{19}\ {\rm cm^{-3}}$ at 300 K. At that temperature $A_E=0.110$ eV corresponds to $R_E=0.141$ eV, with $\eta_E=2.47$. In the nearly nondegenerate base, $R_B=0.0504$ eV hardly differs from $A_B$.

To find the slope, note that fixed doping requires $F_{1/2}(\eta)\propto T^{-3/2}$. Since $dF_{1/2}/d\eta=F_{-1/2}$,

$$
\frac{d\eta}{d\ln T}=-\frac32r,\qquad r=\frac{F_{1/2}(\eta)}{F_{-1/2}(\eta)},
\qquad
\frac{dg}{d\ln T}=-\frac32+\frac32r .
$$

The gain obeys $\ln\beta=\ln B-x(R_E-R_B)-g_E+g_B$. With $d/dx=-k_BT\,d/d\ln T$, the constants $-3/2$ cancel between emitter and base:

$$
-\frac{d\ln\beta}{dx}=R_E-R_B-\frac32k_BT\,(r_E-r_B).
$$

At 300 K, $r_E=2.148$ and $r_B=1.014$, so the local slope gives

$$
0.0906-1.5\times0.02585\times1.134=0.047\ {\rm eV}.
$$

This is neither the apparent difference, 0.060 eV, nor the difference in gap reduction, 0.091 eV. Over the whole range the fit shifts by $-0.013$ eV, although the apparent difference rises only from 0.0575 eV at 250 K to 0.0637 eV at 400 K. The slope responds to $T\,d\Delta/dT$, which is not small even when $\Delta$ changes little. The size of the shift depends on the band model: with the empirical silicon laws $N_c\propto T^{1.58}$ and $N_v\propto T^{1.85}$ it is about $-0.015$ eV.

Two limits make the formula clear. If both regions are nondegenerate, $r_E=r_B=1$ and the slope gives $R_E-R_B$. If the emitter is strongly degenerate, $F_{1/2}\propto\eta^{3/2}$ to leading order, so $r_E=2\eta_E/3$. With a nondegenerate base the slope then tends to $R_E-R_B-k_BT\eta_E+\tfrac32k_BT$: the emitter's Fermi energy is subtracted from its gap reduction.

## The silicon transistor

The doping levels, widths and gains are in the rough range of silicon bipolar transistors, but real doping profiles are graded and the prefactor ratio need not be constant. At 100 A/cm², the injected electron density in the base is $4.5\times10^{-4}$ of the doping, so low injection holds. Other assumptions are less secure.

Acceptors in the base may be incompletely ionized. If a fraction $f$ is ionized, $N_B$ in the gain law becomes $fN_B$ and $\beta\propto1/f$. For isolated acceptors 0.045 eV deep, with degeneracy factor 4 and the hole mass used above, $f$ rises from 0.53 at 250 K to 0.77 at 400 K, which shifts the fitted $\Delta$ by $-0.022$ eV. This probably overstates the effect, because at $10^{18}\ {\rm cm^{-3}}$ screening and overlap of the acceptor states weaken the binding.

Recombination matters less here. Bulk lifetimes of 0.4 ns in the emitter and 100 ns in the base lower the gain at 300 K by 4%, but move $\Delta$ by only $-0.0001$ eV when the lifetimes are held constant. The emitter part, which dominates, is then a constant factor. For recombination in a 40 nm emitter-base space-charge layer, we apply the peak rate of a midgap trap, $n_ie^{xV/2}/(2\tau)$ with $\tau=100$ ns for both carriers, throughout the layer. With the lightly doped value of $n_i$ used here, this overstates the recombination, because the rate falls off away from its peak. At a fixed 100 A/cm² the estimate is 0.9% of the ideal base current at 250 K and 4.0% at 400 K, which would shift $\Delta$ by $-0.0017$ eV. Trap-assisted tunnelling, a polysilicon emitter contact and self-heating are not included.

The base width is not constant either. $W_B$ is the neutral width, and the emitter-base depletion layer lies almost wholly in the more lightly doped base. At a fixed 100 A/cm² the remaining barrier rises with temperature, and for an abrupt junction this layer widens from about 16 nm at 250 K to about 20 nm at 400 K. With a neutral width of 50 nm at 300 K, this shifts the fitted $\Delta$ by about $+0.005$ eV. The condition $c=0$ at the collector is also approximate, because $D_B/W_B=1.4\times10^6$ cm/s is not negligible against the saturation velocity of about $10^7$ cm/s. Electrons leaving at velocity $v$ multiply $J_C$ by $1/(1+D_B/W_Bv)$, a loss of 12% for $v=10^7$ cm/s. A constant $v$ leaves the slope unchanged, so the shift comes from the fall of $v$ with temperature and depends on the law adopted. The empirical form $v=2.4\times10^7/(1+0.8\,e^{T/600\,{\rm K}})$ cm/s gives a loss of 11 to 13% and a shift of about $-0.001$ eV, while $v=1.07\times10^7\,(T/300\,{\rm K})^{-0.87}$ cm/s gives 10 to 14% and about $-0.003$ eV.

For the assumed $m=0.5$, rigid parabolic bands and isolated acceptors, the prefactor, degeneracy and ionization shifts are each about 20 to 30 times the standard error of 0.0007 eV, and their signs differ. These are illustrative sizes; a smaller $m$ or weaker acceptor binding reduces them. For such a device, 0.0595 eV is a precise Arrhenius slope. To read it as the narrowing difference with comparable accuracy, one needs at least the temperature dependence of $D_B/D_E$, of the ionized base doping, of the neutral base width and of the emitter's apparent narrowing.

## Computed values

```
Doping emitter, base: 1.0e+20, 1.0e+18 cm^-3
Width emitter, base: 100, 50 nm
Minority D emitter, base: 2.0, 7.0 cm2/s
Apparent narrowing emitter, base: 0.110, 0.050 eV
Input Delta: 0.0600 eV; input B: 700.0
Boltzmann constant: 8.617333e-05 eV/K; gain noise: 1.0 %
T (K) | noiseless gain | data gain | x (1/eV) | ln gain | residual
250 | 43.21 | 43.2 | 46.4181 | 3.76584 | -0.00839
275 | 55.66 | 56.2 | 42.1982 | 4.02892 | +0.00371
300 | 68.73 | 69.2 | 38.6817 | 4.23700 | +0.00264
325 | 82.16 | 82.8 | 35.7062 | 4.41643 | +0.00510
350 | 95.75 | 97.3 | 33.1558 | 4.57780 | +0.01478
375 | 109.33 | 108.0 | 30.9454 | 4.68213 | -0.01235
400 | 122.78 | 122.0 | 29.0113 | 4.80402 | -0.00549
Mean x: 36.5881 1/eV; mean ln gain: 4.35888
Sxx: 234.292 1/eV^2; Sxy: -13.9348 1/eV
Fitted Delta: 0.05948 eV = 0.002186 hartree
Standard error of Delta: 0.00067 eV
Residual scatter s of ln gain: 0.01018
Fitted ln B: 6.5350 +- 0.0246; B: 688.8
Error of Delta expected from noise: 0.00065 eV
Two-temperature Delta (250, 400 K): 0.05964 eV
Shifts of fitted Delta by neglected effects (noiseless gains):
Prefactor T^0.5: +0.0135 eV, rms misfit 0.53 %
  m kB T estimate: 0.0137 eV at 317.2 K
Linear narrowing, a = 5.0e-05 eV/K: +0.0150 eV
  fitted B in that case: 1250.5
Fermi degeneracy: -0.0128 eV, rms misfit 0.65 %
  rigid shrinkage emitter, base: 0.1410, 0.0504 eV
  eta at 300 K emitter, base: 2.466, -3.209
  F(1/2)/F(-1/2) emitter, base: 2.148, 1.014
  local slope result at 300 K: 0.0467 eV
  apparent Delta at 250, 400 K: 0.0575, 0.0637 eV
Incomplete ionization (overestimate): -0.0219 eV, rms misfit 0.57 %
  acceptor depth: 0.045 eV; ionized at 250, 300, 400 K: 0.526, 0.633, 0.771
Bulk recombination: -0.00008 eV; gain change at 300 K: -4.08 %
  lifetimes emitter, base: 4.0e-10, 1.0e-07 s
Space-charge recombination: -0.0017 eV
  at 100 A/cm2, layer 40 nm, lifetime 1.0e-07 s
  V at 300 K: 0.700 V; share of ideal base current at 250, 300, 400 K: 0.92, 1.77, 4.02 %
Injected density / base doping: 4.5e-04
```
